# Peak transmission through an off-centre resonant trap in a tunnel barrier

## Question

A thin dielectric between two identical metal electrodes is modelled in one dimension. The potential energy is zero in the electrodes ($x<0$ and $x>L$) and $V_0$ in the dielectric ($0<x<L$). The electron mass is $m$ everywhere, no voltage is applied, and all scattering is elastic unless a part says otherwise. A trap at $x_0=L/2+d$ adds the potential $-g\,\delta(x-x_0)$ with $g>0$. An electron of energy $E<V_0$ arrives from the left. Define

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar},\qquad \beta=\frac{2mg}{\hbar^2},$$

and the distances from the trap to the electrodes, $a=L/2+d$ on the left and $b=L/2-d$ on the right. Here $\kappa$ is the decay constant of the wave amplitude; the probability density decays at the rate $2\kappa$.

Use these round values: $m=0.50\,m_e$, $L=3.00$ nm, a resonance at $E_r=5.00$ eV, and $\kappa=5.00$ nm$^{-1}$ at that energy. They give $k=8.10$ nm$^{-1}$ and $\Delta=V_0-E_r=1.905$ eV.

**(a)** Find the transmission probability $T$ for any $\beta$, $a$ and $b$.

**(b)** Find the peak transmission when the trap is many decay lengths from both electrodes. Evaluate it for $d=0.30$ nm, and find the displacement that halves the peak of a centred trap.

**(c)** Find the energy width of the resonance. How does the linear conductance at 300 K depend on $d$ if the chemical potential lies at the resonance?

**(d)** The trap also removes electrons from the elastic channel, with a loss width $\Gamma_i$. Find the elastic peak and evaluate it for $\Gamma_i=1.00$ meV, for $d=0$ and for $d=0.30$ nm.

**(e)** Estimate how the peak changes with a field of 1 MV/cm, with image lowering of the barrier, and with a trap that is a point rather than a sheet. Relate the model to real dielectrics.

## Model answers

### (a) Transmission at any trap strength

First take a wave that leaves through one electrode. Let $s$ be the distance from that electrode's edge into the barrier. With unit amplitude at the edge, matching value and slope to the outgoing wave gives

$$u(s)=\cosh\kappa s-\frac{ik}{\kappa}\sinh\kappa s .$$

Towards the electrode $s$ decreases, so the outward logarithmic derivative is

$$-\frac{u'}{u}=-\frac{\kappa\sinh\kappa s-ik\cosh\kappa s}{\cosh\kappa s-(ik/\kappa)\sinh\kappa s}.$$

Multiply numerator and denominator by the complex conjugate of the denominator and use $\cosh^2-\sinh^2=1$. The result is $-\alpha(s)+i\gamma(s)$, with

$$\alpha=\frac{(\kappa+k^2/\kappa)\sinh\kappa s\cosh\kappa s}{D},\qquad \gamma=\frac{k}{D},$$

$$D(s)=|u(s)|^2=\cosh^2\kappa s+\frac{k^2}{\kappa^2}\sinh^2\kappa s .$$

Write $\gamma_L=\gamma(a)$, $\gamma_R=\gamma(b)$, and likewise for $\alpha$.

To the left of the trap there are an incident and a reflected wave. The function $u(x)$ continues into the left electrode as $e^{-ikx}$, and $u^*(x)$ continues as $e^{ikx}$. Hence $\psi=Au^*+Bu$ there, where $A$ is the incident amplitude. At the trap $u'/u=\alpha_L-i\gamma_L$ and $u^{*\prime}/u^*=\alpha_L+i\gamma_L$. With $\psi_0=\psi(x_0)$, continuity gives $Bu=\psi_0-Au^*$, so the slope just left of the trap is

$$\psi'(x_0^-)=(\alpha_L-i\gamma_L)\psi_0+2i\gamma_LAu^* .$$

Just right of it, $\psi'(x_0^+)=(-\alpha_R+i\gamma_R)\psi_0$. Integrating the Schrödinger equation across the delta function gives $\psi'(x_0^+)-\psi'(x_0^-)=-\beta\psi_0$. Therefore

$$\big[\beta-\alpha_L-\alpha_R+i(\gamma_L+\gamma_R)\big]\psi_0=2i\gamma_LAu^* .$$

The flux is proportional to $\mathrm{Im}(\psi^*\psi')$. It equals $\gamma_R|\psi_0|^2$ just right of the trap and $k|A|^2$ in the incident wave. Their ratio is $T$. Using $|u|^2=D(a)=k/\gamma_L$,

$$T=\frac{4\gamma_L\gamma_R}{(\beta-\alpha_L-\alpha_R)^2+(\gamma_L+\gamma_R)^2}.$$

### (b) Height of the peak

At fixed energy, tuning $\beta$ removes the first square in the denominator:

$$T_{\rm peak}=\frac{4\gamma_L\gamma_R}{(\gamma_L+\gamma_R)^2}.$$

If the energy is scanned at fixed $\beta$ instead, the same expression holds at the resonance as long as $\gamma_L$ and $\gamma_R$ hardly change across the peak. Part (c) shows that the peak is narrow enough here.

For $\kappa s\gg1$ both $\cosh^2\kappa s$ and $\sinh^2\kappa s$ tend to $e^{2\kappa s}/4$, so

$$\gamma(s)\simeq\frac{4k\kappa^2}{k^2+\kappa^2}\,e^{-2\kappa s}.$$

The prefactor is the same on both sides because the electrodes are identical. Since $a-b=2d$, the ratio is $r=\gamma_R/\gamma_L=e^{2\kappa(a-b)}=e^{4\kappa d}$, and

$$T_{\rm peak}=\frac{4r}{(1+r)^2}=\frac{4}{(r^{1/2}+r^{-1/2})^2}=\frac{1}{\cosh^2(2\kappa d)} .$$

The thickness $L$ has dropped out. The trap passes every resonant electron when it leaks equally to both sides. When the leaks differ, the waves that interfere in the incident electrode no longer cancel, and part of the beam is reflected.

For the given values $2\kappa d=2\times5.00\times0.30=3.00$ and $\cosh3.00=10.07$, so

$$T_{\rm peak}=\frac{1}{10.07^2}=0.0099 .$$

A numerical scan of the energy, with the wave function propagated through the full potential, gives 0.009866 for this trap and 1.000000 for a centred one. A square well 0.40 nm wide in place of the delta function also gives 0.009866. Its even bound state has equal tails at equal distances on either side, so the ratio of the two leaks is unchanged.

If 5 nm$^{-1}$ were the decay constant of the probability, the amplitude would decay at half that rate and the peak would be $1/\cosh^2(1.5)=0.18$.

For small displacements $T_{\rm peak}\simeq1-(2\kappa d)^2$; for large ones $T_{\rm peak}\simeq4e^{-4\kappa|d|}$. The peak is halved when $\cosh(2\kappa d)=\sqrt2$, that is, at

$$d_{1/2}=\frac{\operatorname{arccosh}\sqrt2}{2\kappa}=0.088\ \text{nm}.$$

The short law loses accuracy when the trap is near an electrode. Writing $D$ in terms of $\cosh2\kappa s$ and expanding gives

$$D(s)\simeq\frac{k^2+\kappa^2}{4\kappa^2}e^{2\kappa s}\left[1+2\,\frac{\kappa^2-k^2}{\kappa^2+k^2}e^{-2\kappa s}\right].$$

At $d=1.20$ nm, where $b=0.30$ nm, the bracket for the near side is about $0.96$. With the energy fixed at 5.00 eV and $\beta$ tuned to the peak, the short law is then 4.4 % above the full result, relative to that result. An energy scan at fixed $\beta$ fares much worse this close to the electrode. The width is about 0.35 eV, $\gamma_L$ grows strongly across it, and for $\beta=10$ nm$^{-1}$ the transmission rises steadily from 4 to 6.3 eV with no peak at all.

### (c) Width of the peak and conductance at 300 K

For a distant trap $\alpha_L$ and $\alpha_R$ both tend to $\kappa$, so the resonance lies where $2\kappa(E_r)=\beta$. From $\kappa^2=2m(V_0-E)/\hbar^2$ follows $d\kappa/dE=-m/(\hbar^2\kappa)$, and near the resonance

$$\beta-2\kappa(E)\simeq\frac{2m}{\hbar^2\kappa}(E-E_r).$$

The transmission is half its peak when this equals $\pm(\gamma_L+\gamma_R)$. The full width at half maximum is therefore

$$\Gamma=\Gamma_L+\Gamma_R,\qquad \Gamma_{L,R}=\frac{\hbar^2\kappa}{m}\gamma_{L,R}.$$

At fixed $L$ the sum is proportional to $e^{-\kappa L}(e^{-2\kappa d}+e^{2\kappa d})$, so $\Gamma$ grows as $\cosh(2\kappa d)$. The numerical widths are 4.17 µeV for the centred trap and 42.0 µeV for the displaced one, a ratio of 10.07. The nearer electrode drains the trap faster and broadens the level.

The peak is a Lorentzian, with area $\pi\Gamma T_{\rm peak}/2$. In units of $e^2/h$ per spin, the linear conductance is $G=\int T\,(-\partial f/\partial E)\,dE$, where $f$ is the Fermi function. At 300 K, $k_BT=25.85$ meV is far larger than $\Gamma$. The thermal factor then stays near its central value $1/(4k_BT)$ across the peak, and

$$G\simeq\frac{\pi\Gamma T_{\rm peak}}{8k_BT}\propto\frac{1}{\cosh(2\kappa d)} .$$

For the centred trap,

$$G\simeq\frac{\pi\times4.17\times10^{-6}\ \text{eV}}{8\times0.02585\ \text{eV}}=6.3\times10^{-5},$$

and for the displaced trap $G\simeq6.3\times10^{-6}$. These values treat the two spins as independent. In a real trap, repulsion can exclude a second electron; for such narrow levels this changes the prefactor but not the dependence on $d$. The displacement lowers the peak a hundredfold but this conductance tenfold. Seeing the height itself would need electrons with an energy spread well below the width of the peak.

### (d) Loss from the elastic channel

An absorbing part of the trap potential replaces $g$ by $g+i\eta$ with $\eta>0$, and hence $\beta$ by $\beta+i\gamma_i$, where $\gamma_i=2m\eta/\hbar^2$. In the matching equation of part (a), $\gamma_i$ adds to $\gamma_L+\gamma_R$, while the driving term on the right is unchanged. With $\Gamma_i=(\hbar^2\kappa/m)\gamma_i$, the elastic peak is

$$T_{\rm el}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R+\Gamma_i)^2}=T_{\rm peak}\left(\frac{\Gamma}{\Gamma+\Gamma_i}\right)^2 .$$

For $\Gamma_i=1000$ µeV,

$$d=0:\quad T_{\rm el}=\left(\frac{4.167}{1004.2}\right)^2=1.72\times10^{-5},$$

$$d=0.30\ \text{nm}:\quad T_{\rm el}=0.009866\left(\frac{41.96}{1041.96}\right)^2=1.60\times10^{-5}.$$

The two are nearly equal. When $\Gamma_i\gg\Gamma$, the peak tends to $4\Gamma_L\Gamma_R/\Gamma_i^2$, and $\Gamma_L\Gamma_R\propto e^{-2\kappa(a+b)}=e^{-2\kappa L}$ does not contain $d$. If $\Gamma_i$ is the same at every trap position, as assumed here, the hundredfold contrast of part (b) thus requires a loss width small compared with the width of the centred resonance, 4.17 µeV, which is the narrower of the two. Electrons that leave the elastic channel may still reach the far electrode at another energy; $T_{\rm el}$ does not count them.

### (e) Corrections and the real case

**Field.** Let the potential energy fall to the right by $eF$ per unit length, and let the trap level follow the local band edge. The barrier above the level is then $\Delta+eF(x_0-x)$, and to first order the local decay constant is $\kappa[1+eF(x_0-x)/(2\Delta)]$. Twice its integral on each side gives the exponents

$$S_L=2\kappa a+\frac{\kappa eFa^2}{2\Delta},\qquad S_R=2\kappa b-\frac{\kappa eFb^2}{2\Delta}.$$

Since $\gamma_R/\gamma_L\simeq e^{S_L-S_R}$, the argument $2\kappa d$ in the peak formula is replaced by

$$\frac{S_L-S_R}{2}=2\kappa d+\frac{\kappa eF(a^2+b^2)}{4\Delta}.$$

At 1 MV/cm, or 0.1 V/nm, the added term is about 0.30 for the centred trap and 0.31 for the displaced one. Propagation through the tilted barrier gives peaks of 0.93 for the centred trap, 0.0057 for a trap moved 0.30 nm downhill, and 0.017 for one moved uphill. The first-order estimate agrees with these to about 5 % or better, relative to the computed peaks. It omits changes in the prefactors and higher orders in $F$.

**Image lowering.** In a symmetric barrier the outer parts on the two sides of the trap are mirror images, and their exponents cancel in $S_L-S_R$. What remains is the central stretch of width $2d$, so the lowering near the middle of the gap between the electrodes is what matters. A charge midway between two ideal metal planes has image charges of alternating sign at distances $nL$ on both sides. Their series sums to $\ln2$, and the energy is lowered by

$$\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_rL}=0.158\ \text{eV}\qquad(\varepsilon_r=2.10).$$

If the trap level stays fixed while the band edge falls by this amount, $\kappa$ becomes 4.79 nm$^{-1}$ and the displaced peak rises to 0.013. If the level is lowered together with the band edge, the peak stays near 0.0098.

**Point trap.** A delta function in one dimension is a sheet of trapping potential. The tail of a point trap contains lateral wave numbers $K$ with amplitudes proportional to $e^{-qs}/q$, where $q^2=\kappa^2+K^2$. Each leaks as in part (b), with $\kappa\to q$ and $k\to k_z=\sqrt{k^2-K^2}$. Because $k_z^2+q^2=k^2+\kappa^2$ is constant, the width towards an electrode at distance $s$ obeys

$$\Gamma(s)\propto\int_0^kK\sqrt{k^2-K^2}\,e^{-2qs}\,dK\simeq\frac{k\kappa}{2s}e^{-2\kappa s}\quad(\kappa s\gg1),$$

where the last form uses $q\simeq\kappa+K^2/(2\kappa)$. The ratio of widths gains a factor of about $a/b=1.5$. The full integral gives a ratio of 612, compared with 403 for the sheet. A single level couples to one combination of lateral waves in each electrode, so the two-width formula still holds for the transmission summed over lateral waves. It gives 0.0065.

**Real dielectrics.** The mass, trap depth and electrode energy are rough values for a silica-like film between metals. In a real metal the electron mass differs from that in the film. This changes the widths, but for identical electrodes it changes both by the same factor and leaves the peak formula for a distant trap intact. Part (c) also places the chemical potential at the trap level, only 1.9 eV below the band edge. The barrier from aluminium to silica is about 3 eV, so there the level would lie well above the chemical potential at zero bias, and its conductance at 300 K would be far smaller than in part (c). A thickness of 3 nm suits a thin tunnel dielectric; an interlayer film tens of nanometres thick is far outside this regime, since $\Gamma\propto e^{-\kappa L}$ makes a single coherent step through it negligible. The image and point-trap estimates and a field of 1 MV/cm, each taken alone, keep the displaced peak between about 0.006 and 0.017. This range does not extend to larger fields. With a 3 eV barrier, pulling the level down to the chemical potential of the left electrode takes about 7 MV/cm for the centred trap, 6 MV/cm for the trap moved downhill and 9 MV/cm for the one moved uphill, which is close to breakdown of silica. The peaks are then about 0.07, $4\times10^{-4}$ and 0.95, so the uphill trap transmits best. For the height of the peak, the most important of the assumptions examined here is elastic, coherent passage: traps in oxides couple to lattice vibrations, and the assumed loss width of 1 meV already lowers the centred peak from 1 to $1.7\times10^{-5}$. That width is assumed rather than derived, and a fixed loss width is only one model of vibrational coupling. A level coupled to a single vibrational mode at zero temperature also loses elastic height, but it keeps the hundredfold contrast between the two positions. The value 0.01 is therefore a property of the ideal elastic resonance, and should not be read as a hundredfold change in the leakage current of a device. The numerical output below lists the values used. In its labels, products with the displacement $d$ contain the decay constant $\kappa$, not the wave number $k$.

## Table of computed values

```
effective mass                       0.50 m_e
amplitude decay constant             5.00 1/nm
barrier width                        3.00 nm
trap displacement                    0.30 nm
electron energy in electrode         5.00 eV
barrier above the level              1.905 eV
wave number in electrode             8.100 1/nm
2 kappa d                            3.000
cosh(2 kappa d)                      10.0677
width ratio right/left, exp(4kd)     403.4
peak from formula, displaced         0.009866
peak from energy scan, displaced     0.009866
peak from energy scan, centred       1.000000
square well width                    0.40 nm
peak with square well, displaced     0.009866
peak if 5/nm were for probability    0.1807
displacement that halves the peak    0.0881 nm
transmission without trap            2.99e-13
near-electrode test displacement     1.20 nm
relative error of short law there    4.40 %
full width, centred                  4.167 micro-eV
full width, displaced                41.959 micro-eV
temperature                          300 K
thermal energy kT                    25.85 meV
thermal conductance, centred         6.326e-05 e^2/h per spin
thermal conductance, displaced       6.284e-06 e^2/h per spin
ratio displaced/centred              0.0993
assumed inelastic loss width         1.00 meV
elastic peak with loss, centred      1.722e-05
elastic peak with loss, displaced    1.600e-05
field                                1.00 MV/cm
peak in field, centred               0.9307
peak in field, trap moved downhill   0.00565
peak in field, trap moved uphill     0.01731
optical permittivity for image       2.10
image lowering at mid-gap            0.158 eV
decay constant with image lowering   4.788 1/nm
peak with image lowering, displaced  0.01271
point-trap width ratio right/left    611.6
peak for point trap, displaced       0.00652
```
